# Why a negative transfer-length intercept does not show negative contact resistance: a program that tests the result

```python
"""
Result under test: the intercept b of a transfer-length plot can be negative
although every contact resistance is positive.  For R_i = c + rho_i L_i,
    b = c - (mean(L)^2 / var(L)) * Cov_L(L, rho),
with Cov_L the covariance taken with weights L_i / sum(L).
Symbols: R total resistance times width (kOhm um), L channel length (um),
c = 2 Rc both contacts (kOhm um), rho sheet resistance (kOhm per square),
VT threshold (V), u = VG - VT overdrive (V), C gate capacitance per area,
mu mobility.  Model parameters are rough values for monolayer MoS2 on SiO2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.stats import norm, t as student

rng = np.random.default_rng(7)


def line(x, y):
    """Least-squares slope and intercept."""
    return np.polyfit(x, y, 1)


# ---------------------------------------------------------------- parameters
t_ox_nm, eps_ox, mobility = 30.0, 3.9, 30.0
u0, rc, drain = 7.0, 0.5, 0.1
c = 2 * rc
L = np.array([0.1, 0.2, 0.3, 0.5, 0.8, 1.0])
VT = np.array([-0.3, -0.5, 0.2, -0.4, 0.3, 0.7])
sigma_VT = 0.7
temperature = 300.0
C = eps_ox * sc.epsilon_0 / (t_ox_nm * 1e-9) * 1e-4      # F/cm2
density = C * u0 / sc.e                                  # 1/cm2


def sheet(u):
    return 1e-3 / (C * mobility * u)


rho0 = sheet(u0)

# ------------------------------------ a passive contact is a positive resistor
contact_length = 0.5
rho_c = rc**2 / rho0                                     # kOhm um2
L_T = np.sqrt(rho_c / rho0)


def ladder(film, interface, length):
    """Resistance and dissipated power at unit current of a contact ladder."""
    n = len(film)
    dx = length / n
    to_metal = dx / interface
    along = 1 / (0.5 * dx * (film[1:] + film[:-1]))
    diag = to_metal.copy()
    diag[:-1] += along
    diag[1:] += along
    band = np.zeros((3, n))
    band[0, 1:], band[1], band[2, :-1] = -along, diag, -along
    source = np.zeros(n)
    source[0] = 1.0
    v = solve_banded((1, 1), band, source)
    edge = 0.5 * dx * film[0]
    power = edge + np.sum(to_metal * v**2) + np.sum(along * np.diff(v)**2)
    return v[0] + edge, power


ones = np.ones(4000)
r_ladder, _ = ladder(rho0 * ones, rho_c * ones, contact_length)
r_coth = np.sqrt(rho0 * rho_c) / np.tanh(contact_length / L_T)
assert abs(r_ladder / r_coth - 1) < 1e-3
short = 0.01
r_short, _ = ladder(rho0 * ones, rho_c * ones, short)
assert abs(r_short * np.tanh(short / L_T) / rc - 1) < 1e-3
for _ in range(20):
    r_dis, p_dis = ladder(rho0 * rng.lognormal(0, 1, 400),
                          rho_c * rng.lognormal(0, 1, 400), contact_length)
    assert r_dis > 0 and abs(r_dis / p_dis - 1) < 1e-8


# -------------------------------- covariance identity and sign for rising rho
def cov_L(x, y):
    p = x / x.sum()
    return p @ (x * y) - (p @ x) * (p @ y)


for _ in range(500):
    x = rng.uniform(0.05, 2.0, 6)
    y = rng.uniform(20, 60, 6)
    b_fit = line(x, c + y * x)[1]
    b_cov = c - x.mean()**2 / x.var() * cov_L(x, y)
    assert abs(b_fit - b_cov) < 1e-7 * (1 + abs(b_cov))
    x, y = np.sort(x), np.sort(y)
    assert line(x, c + y * x)[1] < c

# ------------------------------------------------- six devices, one gate voltage
rho = sheet(u0 - VT)
R = c + rho * L
slope, b_raw = line(L, R)
resid = R - slope * L - b_raw
r_squared = 1 - resid @ resid / np.sum((R - R.mean())**2)
Sxx = np.sum((L - L.mean())**2)
se_b = np.sqrt(resid @ resid / 4 * (1 / 6 + L.mean()**2 / Sxx))
half = student.ppf(0.975, 4) * se_b
assert np.all(R > 0) and b_raw < 0
assert b_raw - half < c < b_raw + half


def first_order(shift):
    return -L.mean()**2 / L.var() * rho0 / u0 * cov_L(L, shift)


small = 0.01 * VT
b_small = line(L, c + sheet(u0 - small) * L)[1]
assert abs((b_small - c) / first_order(small) - 1) < 0.005
assert abs((b_raw - c) / first_order(VT) - 1) < 0.12
b_reversed = line(L, c + sheet(u0 + VT) * L)[1]
assert b_reversed > c
b_weighted = line(1 / L, R / L)[0]

# ------------------------------------------------------------ random scatter
w = (np.sum(L**2) - L * L.sum()) / (6 * np.sum(L**2) - L.sum()**2)


def predicted_sd(s_VT, s_c=0.0):
    return np.sqrt(np.sum(w**2 * (s_c**2 + (L * rho0 * s_VT / u0)**2)))


def simulate(s_VT, half_width=0.0, n=100000):
    """Plain and 1/L fits for random thresholds and positive random contacts."""
    shift = s_VT * rng.standard_normal((n, 6))
    contacts = c + half_width * rng.uniform(-1, 1, (n, 6))
    total = contacts + sheet(u0 - shift) * L
    return line(L, total.T)[1], line(1 / L, (total / L).T)[0]


sd_b = predicted_sd(sigma_VT)
x_inv = 1 / L
sd_weighted = rho0 * sigma_VT / u0 / np.sqrt(np.sum((x_inv - x_inv.mean())**2))
plain, weighted = simulate(sigma_VT)
p_neg, p_neg_w = np.mean(plain < 0), np.mean(weighted < 0)
p_poor = np.mean(plain - c + 4.0 < 0)
# the 1/u law adds about 4 % to the spread at this threshold scatter
assert abs(plain.std() / sd_b - 1) < 0.07
assert abs(weighted.std() / sd_weighted - 1) < 0.07
assert abs(plain.mean() - c) < 0.03
assert abs(p_neg - norm.cdf(-c / sd_b)) < 0.025
tiny, tiny_w = simulate(0.1 * sigma_VT)
assert abs(tiny.std() / predicted_sd(0.1 * sigma_VT) - 1) < 0.012
assert abs(tiny_w.std() / (0.1 * sd_weighted) - 1) < 0.012
both, _ = simulate(0.1 * sigma_VT, 0.5)
sd_contact = 0.5 / np.sqrt(3)
assert abs(both.std() / predicted_sd(0.1 * sigma_VT, sd_contact) - 1) < 0.012
assert sd_weighted < sd_b and p_neg_w < p_neg and p_poor < 0.01

# ----------------------------------------- thresholds from simulated IV curves
gate = np.arange(1.0, 9.0, 0.005)
u1 = 3.5
VT_y, VT_tan, R_y, R_tan = [], [], [], []
for length, vt in zip(L, VT):
    current = drain / (c + sheet(gate - vt) * length)
    gm = np.gradient(current, gate)
    use = (gate > 2) & (gate < 8)
    s_y, i_y = line(gate[use], (current / np.sqrt(gm))[use])
    VT_y.append(-i_y / s_y)
    g1 = vt + u1
    VT_tan.append(g1 - np.interp(g1, gate, current) / np.interp(g1, gate, gm))
    R_y.append(drain / np.interp(VT_y[-1] + u0, gate, current))
    R_tan.append(drain / np.interp(VT_tan[-1] + u0, gate, current))
VT_y, VT_tan = np.array(VT_y), np.array(VT_tan)
b_equal, b_tan = line(L, R_y)[1], line(L, R_tan)[1]
tangent_shift = -c / (rho0 * u0) * u1**2 / L
assert np.max(abs(VT_y - VT)) < 1e-3
assert np.max(abs(VT_tan - VT - tangent_shift)) < 2e-3
assert abs(b_equal - c) < 0.005
assert abs(b_tan - c * (1 + (u1 / u0)**2)) < 0.04


# ----------------------------------------------- channel doped by its contacts
def doped_resistance(length, a, lam):
    def local(x):
        return rho0 / (1 + a * (np.exp(-x / lam) + np.exp(-(length - x) / lam)))
    return c + 2 * quad(local, 0, length / 2, points=[min(5 * lam, length / 3)],
                        limit=200)[0]


a_dope, lam = 1.5, 0.02
R_dope = np.array([doped_resistance(x, a_dope, lam) for x in L])
b_dope = line(L, R_dope)[1]
b_dope_law = c - 2 * lam * rho0 * np.log(1 + a_dope)
r2_dope = np.corrcoef(L, R_dope)[0, 1]**2
# the tails of the two doped regions overlap slightly in the shortest channel
assert abs(b_dope - b_dope_law) < 0.05 and b_dope < 0 and R_dope.min() > 0
R_thin = np.array([doped_resistance(x, a_dope, 0.004) for x in L])
assert abs(line(L, R_thin)[1] - c + 0.008 * rho0 * np.log(1 + a_dope)) < 1e-4
dL_zero = c / rho0
assert abs(line(L, c + rho0 * (L - dL_zero))[1]) < 1e-9

# ------------------------------------------------------------ neglected effects
b_mob = line(L, c + rho * (u0 / (u0 - VT))**0.5 * L)[1]
b_gated_contact = line(L, c * np.sqrt(rho / rho0) + rho * L)[1]
b_drain = line(L, c + sheet(u0 - VT - drain / 2) * L)[1]
mass = 0.5 * sc.m_e
kT = sc.k * temperature
dos = 2 * mass / (np.pi * sc.hbar**2)                    # spin 2, valleys 2
filling = density * 1e4 / (dos * kT)
eta = np.log(np.expm1(filling))                          # (EF - Ec) / kT
C_q = sc.e**2 * dos * (1 - np.exp(-filling)) * 1e-4


def mode_integrand(s):
    """Modes per metre times thermal broadening, with energy = kT s^2."""
    k = np.sqrt(2 * mass * kT) * s / sc.hbar
    return 2 * k / np.pi * 2 * s / (4 * np.cosh((s * s - eta) / 2)**2)


modes = quad(mode_integrand, 0, 7)[0]
floor = sc.h / (2 * sc.e**2) / modes * 1e6 * 1e-3        # kOhm um
free_path_nm = floor / rho0 * 1e3
assert floor < c and free_path_nm < 0.1 * L.min() * 1e3
field = u0 / (t_ox_nm * 1e-9)
tunnel = 4 * np.sqrt(2 * 0.42 * sc.m_e) * (3.0 * sc.e)**1.5 / (
    3 * sc.hbar * sc.e * field)
heat_flux = drain**2 / (R[0] * 1e3 * L[0]) * 1e12        # W/m2
heating = heat_flux * t_ox_nm * 1e-9 / 1.4

# --------------------------------------------------------------------- output
print(f"oxide thickness {t_ox_nm:.0f} nm, permittivity {eps_ox}")
print(f"gate capacitance {C*1e6:.4f} uF/cm2")
print(f"mobility {mobility:.0f} cm2/Vs, nominal overdrive {u0:.1f} V")
print(f"carrier density {density:.3e} 1/cm2")
print(f"nominal sheet resistance {rho0:.2f} kOhm/sq")
print(f"true Rc {rc:.2f}, true 2Rc {c:.2f} kOhm um")
print(f"specific contact resistivity {rho_c*1e3:.2f} Ohm um2")
print(f"transfer length {L_T*1e3:.1f} nm, contact {contact_length*1e3:.0f} nm")
print(f"Rc from ladder {r_ladder:.4f}, coth law {r_coth:.4f} kOhm um")
print("L (um), VT (V), rho (kOhm/sq), R (kOhm um), weight w")
for row in zip(L, VT, rho, R, w):
    print("  %.1f  %+.1f  %.2f  %.3f  %+.4f" % row)
print(f"mean L {L.mean():.4f} um, variance of L {L.var():.5f} um2")
print(f"length-weighted Cov(L,rho) {cov_L(L, rho):.4f} um kOhm/sq")
print(f"raw fit: slope {slope:.2f} kOhm/sq, R^2 {r_squared:.4f}")
print(f"raw intercept {b_raw:.3f}, half of it {b_raw/2:.3f} kOhm um")
print(f"standard error {se_b:.3f} kOhm um")
print(f"95% interval {b_raw-half:.2f} to {b_raw+half:.2f} kOhm um")
print(f"bias exact {b_raw-c:.3f}, first order {first_order(VT):.3f} kOhm um")
print(f"intercept, VT shifts reversed {b_reversed:.3f} kOhm um")
print(f"intercept, R/L against 1/L {b_weighted:.3f} kOhm um")
print(f"intercept, equal overdrive (Y function) {b_equal:.3f} kOhm um")
print(f"tangent at overdrive {u1} V: VT error {VT_tan[0]-VT[0]:.3f} V at 0.1 um")
print(f"intercept, tangent thresholds {b_tan:.3f} kOhm um")
print(f"random VT spread {sigma_VT} V: intercept sd {sd_b:.3f} kOhm um (law)")
print(f"  Monte Carlo sd {plain.std():.3f}, mean {plain.mean():.3f} kOhm um")
print(f"  P(negative) {100*p_neg:.1f} %, normal law {100*norm.cdf(-c/sd_b):.1f} %")
print(f"  P(negative) if 2Rc = 4 kOhm um: {100*p_poor:.2f} %")
print(f"  1/L fit: sd {sd_weighted:.3f} kOhm um, P(negative) {100*p_neg_w:.1f} %")
print(f"intercept sd left by 0.1 V error in VT {predicted_sd(0.1):.3f} kOhm um")
print(f"intercept sd from 2Rc spread {sd_contact:.3f}: "
      f"{predicted_sd(0, sd_contact):.3f} kOhm um")
print(f"contact doping a = {a_dope}, decay length {lam*1e3:.0f} nm:")
print(f"  intercept {b_dope:.3f}, law {b_dope_law:.3f} kOhm um")
print(f"  smallest R {R_dope.min():.3f} kOhm um, 1-R^2 {1-r2_dope:.1e}")
print(f"length shortfall that cancels 2Rc {dL_zero*1e3:.1f} nm")
print("neglected effects, raw intercept in kOhm um:")
print(f"  mobility as sqrt(density) {b_mob:.3f}")
print(f"  contacts follow gate {b_gated_contact:.3f}")
print(f"  drain bias {drain} V {b_drain:.3f}")
print(f"quantum capacitance {C_q*1e6:.1f} uF/cm2, C/Cq {C/C_q:.4f}")
print(f"Fermi level minus band edge {eta*kT/sc.e*1e3:.1f} meV at 300 K")
print(f"ballistic floor of 2Rc {floor:.4f} kOhm um")
print(f"mean free path {free_path_nm:.2f} nm")
print(f"oxide field {field*1e-8:.2f} MV/cm, tunnel exponent {tunnel:.0f}")
print(f"heating across oxide, shortest device {heating:.2f} K")
print("OK")
```

Output:

```
oxide thickness 30 nm, permittivity 3.9
gate capacitance 0.1151 uF/cm2
mobility 30 cm2/Vs, nominal overdrive 7.0 V
carrier density 5.029e+12 1/cm2
nominal sheet resistance 41.37 kOhm/sq
true Rc 0.50, true 2Rc 1.00 kOhm um
specific contact resistivity 6.04 Ohm um2
transfer length 12.1 nm, contact 500 nm
Rc from ladder 0.5000, coth law 0.5000 kOhm um
L (um), VT (V), rho (kOhm/sq), R (kOhm um), weight w
  0.1  -0.3  39.67  4.967  +0.4615
  0.2  -0.5  38.61  8.722  +0.3846
  0.3  +0.2  42.59  13.776  +0.3077
  0.5  -0.4  39.13  20.567  +0.1538
  0.8  +0.3  43.22  35.578  -0.0769
  1.0  +0.7  45.97  46.967  -0.2308
mean L 0.4833 um, variance of L 0.10472 um2
length-weighted Cov(L,rho) 0.6837 um kOhm/sq
raw fit: slope 46.11 kOhm/sq, R^2 0.9945
raw intercept -0.525, half of it -0.263 kOhm um
standard error 0.996 kOhm um
95% interval -3.29 to 2.24 kOhm um
bias exact -1.525, first order -1.446 kOhm um
intercept, VT shifts reversed 2.390 kOhm um
intercept, R/L against 1/L 0.515 kOhm um
intercept, equal overdrive (Y function) 1.000 kOhm um
tangent at overdrive 3.5 V: VT error -0.423 V at 0.1 um
intercept, tangent thresholds 1.262 kOhm um
random VT spread 0.7 V: intercept sd 1.167 kOhm um (law)
  Monte Carlo sd 1.221, mean 1.000 kOhm um
  P(negative) 19.5 %, normal law 19.6 %
  P(negative) if 2Rc = 4 kOhm um: 0.28 %
  1/L fit: sd 0.545 kOhm um, P(negative) 3.2 %
intercept sd left by 0.1 V error in VT 0.167 kOhm um
intercept sd from 2Rc spread 0.289: 0.212 kOhm um
contact doping a = 1.5, decay length 20 nm:
  intercept -0.477, law -0.516 kOhm um
  smallest R 3.706 kOhm um, 1-R^2 3.9e-06
length shortfall that cancels 2Rc 24.2 nm
neglected effects, raw intercept in kOhm um:
  mobility as sqrt(density) -1.322
  contacts follow gate -0.562
  drain bias 0.1 V -0.548
quantum capacitance 24.9 uF/cm2, C/Cq 0.0046
Fermi level minus band edge -13.5 meV at 300 K
ballistic floor of 2Rc 0.0926 kOhm um
mean free path 2.24 nm
oxide field 2.33 MV/cm, tunnel exponent 99
heating across oxide, shortest device 0.43 K
OK
```
